# The energy error of a charged molecule in a periodic cell

The vertical ionization energy of an organic semiconductor molecule is the energy of the cation minus that of the neutral molecule, both at the neutral geometry. Suppose both energies come from a periodic code, with the molecule in a cubic cell of side 2 nm. One must then decide whether to use the difference as it stands, enlarge the cell, or correct the result. The cell looks roomy for a small molecule, but the cation's energy in it is too low by about 1 eV. The choice between enlarging and correcting depends on how this error falls with cell size.

The cell energy is finite because a uniform background of charge \(-q\) neutralizes the molecular charge \(q\). The reference throughout is the same molecule alone in vacuum. Formulas are in Gaussian form; for numbers, \(e^2\) is replaced by \(e^2/(4\pi\varepsilon_0)=1.43996\) eV nm.

## An estimate by hand

Treat the cation as a point charge \(q\), and replace its cubic cell by a ball of equal volume, with radius \(R\) given by \(4\pi R^3/3=L^3\). The ball and the charge are together neutral and spherical, so they produce no field outside. Balls in neighbouring cells overlap slightly; if this is ignored, different cells do not interact.

The background density is \(-3q/(4\pi R^3)\). Its attraction to the central charge is

\[
-\frac{3q^2}{4\pi R^3}\int_0^R\frac{4\pi r^2}{r}\,dr=-\frac{3q^2}{2R}.
\]

The background also repels itself. Build it up in shells: when the radius is \(s\), the charge already present has magnitude \(qs^3/R^3\), and the next shell adds \(3qs^2ds/R^3\). The work is

\[
\int_0^R \frac{1}{s}\,\frac{qs^3}{R^3}\,\frac{3qs^2}{R^3}\,ds
=\frac{3q^2}{R^6}\,\frac{R^5}{5}=\frac{3q^2}{5R}.
\]

The sum is \(-9q^2/(10R)\). For \(L=2\) nm, \(R=(3/4\pi)^{1/3}L=1.24\) nm, so

\[
\Delta E\approx-\frac{0.9\times1.440}{1.24}\ \text{eV}\approx-1.04\ \text{eV}.
\]

The lowering is the energy gained by placing a positive charge in the middle of negative jelly, less the cost of assembling the jelly. Neither belongs to the isolated cation. The estimate leaves open the cubic shape of the cell and the finite size of the molecule.

## The potential of a charge with its images

Let \(\psi(\mathbf r)\) be the potential of a unit point charge at the origin, its periodic images and the background:

\[
\nabla^2\psi=-4\pi\left[\sum_{\mathbf n}\delta(\mathbf r-\mathbf nL)-\frac1{L^3}\right],
\]

where \(\mathbf n\) runs over all integer vectors. We take the periodic solution with zero average. Adding a constant to the potential would not change the total energy, because the cell is neutral.

Near the origin write \(\psi=1/r+f(\mathbf r)\). The function \(f\) is smooth for \(r<L\), where there is no other point charge, and it obeys \(\nabla^2f=4\pi/L^3\). Define the number \(\alpha\) by \(f(0)=-\alpha/L\). Inversion symmetry removes odd powers of the coordinates. Cubic symmetry makes the second-order part isotropic, of the form \(Ar^2\). Since \(\nabla^2r^2=6\), we need \(6A=4\pi/L^3\), and

\[
f(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\]

The power of \(L\) in the remainder follows from dimensions: \(Lf\) depends on \(\mathbf r/L\) alone. In a non-cubic cell \(\alpha\) changes and the second-order part need not be isotropic, so the formulas below do not carry over.

## The constant \(\alpha\)

Divide space into neutral cubes, each holding a point charge \(q\) at its centre and the background \(-q/L^3\). Each cube has no net charge. Inversion removes its dipole and octupole, and cubic symmetry its traceless quadrupole. Its outside potential therefore falls at least as fast as \(r^{-5}\), and the sum over cubes converges absolutely.

The energy per cell, without the self-energy of the point charge, is

\[
\Delta E=\tfrac12\left[q\,\phi'(0)-q\,\bar\phi\right].
\]

Here \(\phi'(0)\) is the potential at the point charge from everything else, and \(\bar\phi\) is the cell average of the full potential, which is what the uniform background feels. Three pieces are needed.

**The charge's own cube.** In units of \(L\), we need \(K=\int d^3r/r\) over a unit cube centred at the origin. Because \(\nabla\cdot(\mathbf r/r)=2/r\), the divergence theorem turns \(K\) into half the flux of \(\mathbf r/r\) through six equal faces. On a face the normal component is \(\tfrac12/\sqrt{x^2+y^2+\tfrac14}\). Hence

\[
K=\frac32\int_{-1/2}^{1/2}\!\!\int_{-1/2}^{1/2}\frac{dx\,dy}{\sqrt{x^2+y^2+\frac14}}
=3\int_0^1\!\!\int_0^1\frac{du\,dv}{\sqrt{1+u^2+v^2}},
\]

with \(x=u/2\), \(y=v/2\) and the four equal quadrants combined. Split the last square along its diagonal and use polar coordinates. The radial integral of \(s/\sqrt{1+s^2}\) from 0 to \(\sec\theta\) is \(\sqrt{1+\sec^2\theta}-1\), so

\[
\frac K3=2\int_0^{\pi/4}\sqrt{1+\sec^2\theta}\,d\theta-\frac{\pi}{2}.
\]

Write the root as \((1+\sec^2\theta)/\sqrt{1+\sec^2\theta}\) and separate the two terms:

\[
\int_0^{\pi/4}\!\frac{\cos\theta\,d\theta}{\sqrt{2-\sin^2\theta}}
+\int_0^{\pi/4}\!\frac{\sec^2\theta\,d\theta}{\sqrt{2+\tan^2\theta}}
=\arcsin\frac12+\operatorname{arsinh}\frac1{\sqrt2}.
\]

The right side equals \(\pi/6+\tfrac12\ln(2+\sqrt3)\). Therefore

\[
K=3\ln(2+\sqrt3)-\frac{\pi}{2}=2.38008,
\]

and the own cube contributes \(-Kq/L\) to \(\phi'(0)\).

**The average potential.** Let \(\phi_c\) and \(\rho_c\) be the potential and charge density of one neutral cube. The cell average of the sum over cubes is the integral of \(\phi_c\) over all space, divided by \(L^3\). Use \(\nabla^2r^2=6\) and integrate by parts twice; the surface terms vanish because \(\phi_c\) falls at least as \(r^{-5}\):

\[
6\int\phi_c\,d^3r=\int r^2\nabla^2\phi_c\,d^3r=-4\pi\int r^2\rho_c\,d^3r.
\]

The point charge has \(r=0\) and contributes nothing. The background gives \(\int r^2\rho_c\,d^3r=-q\,(3L^2/12)=-qL^2/4\). Thus

\[
\bar\phi=\frac{1}{L^3}\,\frac{2\pi}{3}\,\frac{qL^2}{4}=\frac{\pi}{6}\frac qL=0.52360\,\frac qL.
\]

**The other cubes.** Their potential at the origin is \(+\sigma q/L\), where

\[
\sigma=\sum_{\mathbf n\ne0}\left[\frac1{|\mathbf n|}-\int_{\rm cube}\frac{d^3u}{|\mathbf n-\mathbf u|}\right]=0.06638
\]

by direct numerical summation.

Together, \(\Delta E=-\alpha q^2/(2L)\) with

\[
\alpha=K+\frac\pi6-\sigma=2.38008+0.52360-0.06638=2.83730 .
\]

This is the same \(\alpha\) as before: shifting the potential to zero average gives \(\phi'(0)-\bar\phi=qf(0)\).

An Ewald sum gives a second route. Divide each \(1/r\) into a short-range part \(\operatorname{erfc}(\eta r)/r\), summed in real space, and a smooth part \(\operatorname{erf}(\eta r)/r\), summed over reciprocal vectors \(\mathbf G\ne0\). In units of \(L\),

\[
-\alpha=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}
+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}
-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}.
\]

The third term removes the average of the short-range part, and the last removes the smooth part of the central charge at its own position. The result is 2.837297, in agreement with the sum over cubes.

## A molecule of finite size

Now let \(\rho(\mathbf r)\) be the full molecular charge density, nuclei and electrons, with

\[
q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q_2=\int\rho\,r^2\,d^3r .
\]

Hold \(\rho\) fixed when the molecule is moved from vacuum into the cell. Also hold the exchange and correlation energy fixed. For a local density functional this follows from the fixed density, provided neighbouring molecules do not overlap. A periodic calculation with exact exchange needs separate attention to the Coulomb kernel in the exchange term.

With zero average potential the background has no energy of its own. The shift is then the classical electrostatic energy with \(1/r\) replaced by \(f\):

\[
\Delta E=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')f(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]

The constant in \(f\) gives \(-\alpha q^2/(2L)\). For the quadratic part, expand \(|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'\):

\[
\frac12\iint\rho\rho'|\mathbf r-\mathbf r'|^2
=\frac12\left(Q_2q+qQ_2-2\,\mathbf p\cdot\mathbf p\right)=qQ_2-p^2 .
\]

The result is the Makov–Payne expansion for fixed density:

\[
\Delta E=-\frac{\alpha q^2}{2L}+\frac{2\pi}{3L^3}\left(qQ_2-p^2\right)+O(L^{-5}).
\]

The combination \(qQ_2-p^2\) does not depend on the origin. Moving the origin by \(\mathbf d\) changes \(Q_2\) to \(Q_2-2\mathbf d\cdot\mathbf p+qd^2\) and \(\mathbf p\) to \(\mathbf p-q\mathbf d\), and the added terms cancel.

Three cases follow.

- A neutral molecule has no \(1/L\) error. If it is polar, its leading shift is \(-2\pi p^2/(3L^3)\).
- The first term depends on \(q^2\), so it lowers cation and anion alike. The ionization energy comes out too small and the electron affinity too large. At leading order their difference, the fundamental gap, is too small by \(\alpha e^2/L\), twice the error of one ion.
- The second term depends on the sign of \(q\). A neutral atom centred at \(\mathbf R\), with a spherical electron cloud, has \(Q_2=ZR^2e-(ZR^2+\langle s^2\rangle)e=-\langle s^2\rangle e\), where \(\langle s^2\rangle\) is the sum of the squared electron distances from the nucleus. A molecule pictured as a superposition of such atoms has negative \(Q_2\). In an ion \(Q_2\) depends on the origin, so take it about the centre of charge, where \(\mathbf p=0\) and the term is \(2\pi qQ_2/(3L^3)\). If \(Q_2\) is still negative there, the term deepens the error for a cation and reduces it for an anion.

## Numbers for naphthalene

For \(q=e\) and \(L=2\) nm, the leading term is

\[
-\frac{2.8373\times1.43996\ \text{eV nm}}{2\times2\ \text{nm}}=-1.021\ \text{eV},
\]

or \(-98.6\) kJ/mol. The ball estimate was about 2% larger in magnitude.

The size term needs a molecule. Take naphthalene with regular hexagons, C–C lengths of 0.140 nm and C–H lengths of 0.109 nm, its axes along the cell edges. The outer hydrogen nuclei are 0.674 nm apart, which leaves 1.326 nm to the nearest nucleus of the next image along the long axis. Restricted Hartree–Fock for the neutral molecule and restricted open-shell Hartree–Fock for the cation, in the 6-31G basis, give

\[
Q_2^{\rm neutral}=-0.350\ e\,\text{nm}^2,\qquad Q_2^{\rm cation}=-0.261\ e\,\text{nm}^2 .
\]

In the larger 6-31+G* basis the neutral value becomes \(-0.355\) and the cation value stays at \(-0.261\). Removing an electron makes \(Q_2\) less negative, but does not reverse its sign. The dipole about the centre vanishes by symmetry, so the size term is

\[
\frac{2\pi}{3}\,\frac{1.43996\times(-0.2611)}{2^3}\ \text{eV}=-0.098\ \text{eV}.
\]

The two terms add to \(-1.120\) eV. The statement that the cation is lowered by about 1.0 eV is therefore correct for the leading term; the whole shift in this cell is about a tenth larger.

## Comparison with the shift computed directly

The expansion in \(1/L\) can be avoided. Divide the Coulomb interaction as in the Ewald sum. When \(\eta^{-1}\) is small compared with the distance between images, the short-range energy is the same in the cell and in vacuum, apart from its average, and cancels. With \(\tilde\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\), what remains is

\[
\begin{aligned}
\Delta E={}&\frac{2\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}|\tilde\rho(\mathbf G)|^2-\frac{\pi q^2}{2L^3\eta^2}\\
&-\frac1{4\pi^2}\int d^3G\,\frac{e^{-G^2/4\eta^2}}{G^2}|\tilde\rho(\mathbf G)|^2 .
\end{aligned}
\]

The sum is the smooth energy of the periodic system, the integral is that of the isolated molecule, and the middle term keeps the average potential at zero. Neither \(\alpha\) nor \(Q_2\) appears. With \(\eta=6.8/L\) and the Hartree–Fock densities, the cation shifts are:

| \(L\) (nm) | leading (eV) | size (eV) | direct (eV) |
|---:|---:|---:|---:|
| 2 | −1.0214 | −0.0984 | −1.1173 |
| 3 | −0.6809 | −0.0292 | −0.7098 |

The direct shift differs from the two-term sum by 2.5 meV at 2 nm and by 0.33 meV at 3 nm. An \(L^{-5}\) remainder should fall by \((3/2)^5=7.6\), which is consistent with these values. The neutral molecule, for which both terms vanish, shifts by only 0.34 meV at 2 nm.

The density has so far been fixed. At fixed charge the constant \(-\alpha/L\) exerts no force, so the first influence on the electrons comes from the quadratic term. For a centred cation it adds the potential energy \(-2\pi qe\,r^2/(3L^3)\) to each electron, pulling the cloud slightly outward. The energy gained by relaxation is of second order in this perturbation and scales as \(L^{-6}\). A self-consistent calculation with the added potential gives \(-0.10\) meV at 2 nm. The small basis restricts the response, and 6-31+G* gives \(-0.12\) meV, so this is a size rather than a converged value.

## What to do with the 2 nm calculation

At this level of theory the isolated molecule has a vertical ionization energy of 6.96 eV (7.03 eV in the 6-31+G* basis). With the directly computed shifts of cation and neutral included, it becomes 5.84 eV. The electrostatic error of the cell is thus 1.12 eV, with exchange held at its vacuum value. A periodic Hartree–Fock or hybrid calculation has a further shift in the exchange term. If exchange uses the same kernel with \(\mathbf G=0\) dropped, full exact exchange raises the energy by \(\alpha e^2/(2L)\) per electron. The cation has one electron fewer, so the error in the Hartree–Fock ionization energy grows to 2.14 eV. Once that \(1/L\) exchange term is removed, an \(L^{-3}\) exchange shift of about \(-0.13\) eV remains in each energy at 2 nm, but it cancels to 2 meV in the difference.

Enlarging the cell is a poor cure. The leading term falls to 0.1 eV only at \(L=20.4\) nm, a cell about a thousand times larger in volume. Adding \(\alpha q^2/(2L)\) to the cation's energy costs nothing and leaves an error of about 0.10 eV at 2 nm. Subtracting the size term as well leaves a few meV. This \(Q_2\) counts all electrons. The carbon 1s cores supply \(-2\) meV of the size term, so in a pseudopotential code the \(L^{-3}\) coefficient can differ at this order.

If \(Q_2\) is not available, two cells are enough. Let \(E_2\) and \(E_3\) be the cation energies at 2 and 3 nm after the leading term has been removed. Each has the form \(E_0+B/L^3\), so \(8E_2=8E_0+B\) and \(27E_3=27E_0+B\), which give

\[
E_0=\frac{27E_3-8E_2}{19}.
\]

Measured from the isolated energy, the direct shifts give \(E_3=-0.0289\) eV and \(E_2=-0.0959\) eV. The extrapolated error is then below 1 meV in magnitude.

## A cation in a solid

The formula describes a molecule surrounded by vacuum. Suppose instead that a uniform medium of relative permittivity \(\varepsilon_r\) fills all space, and take as reference a single ion in the same infinite medium. Poisson's equation then has \(\varepsilon_r\nabla^2\) in place of \(\nabla^2\), so both \(\psi\) and \(1/r\) are divided by \(\varepsilon_r\), and so is their difference \(f\). The leading term becomes \(-\alpha q^2/(2\varepsilon_rL)\). For \(\varepsilon_r=3\), a rough value for crystals of such molecules, it is \(-0.34\) eV at 2 nm. Applying the vacuum correction to a cell filled with polarizable molecules would overcorrect by about 0.7 eV in this model.

Real naphthalene has unequal C–C lengths, and its gas-phase ionization energy is roughly 8 eV, well above the 6.96 eV found here. Hartree–Fock omits electron correlation, and the basis has no polarization or diffuse functions. These defects affect the cell error far less, because its leading term contains only the charge and the cell side; a 10% change in \(Q_2\) would move the shift by 0.01 eV. In a real film the surrounding molecules polarize around a cation and stabilize it, typically by an energy of order 1 eV. That physical stabilization happens to be similar in size to the vacuum-cell error, but it has a different origin. The cell error should be removed before any polarization energy is added, or it may be mistaken for one. The permittivity of a real crystal is also anisotropic, so the screened value is an estimate rather than a correction good to a few meV. Nor does it by itself give an ionization energy relative to vacuum. In a cell filled with molecules the zero of potential is the cell average, which can lie several electronvolts from the vacuum level; that offset must be found separately, for example from a slab with a vacuum gap.

The remaining values are in the numerical output.

## Numbers as computed

```
Own-cube part of alpha: 2.38008
Average-potential part of alpha, pi/6: 0.52360
Reduction of alpha by distant cells: 0.06638
alpha from neutral cells: 2.83730
alpha from Ewald sum: 2.837297
e^2/(4 pi eps0): 1.43996 eV nm
Cell side: 2.0 nm
C-C and C-H lengths: 0.140 and 0.109 nm
Molecule length between outer H nuclei: 0.674 nm
Nuclear gap to next image along x: 1.326 nm
Leading term at 2 nm: -1.0214 eV
Leading term at 2 nm: -98.6 kJ/mol
Q2 of neutral molecule: -0.3498 e nm^2
Q2 of cation: -0.2611 e nm^2
Size term at 2 nm: -0.0984 eV
Two-term shift at 2 nm: -1.1198 eV
Direct cation shift at 2 nm: -1.1173 eV
Higher-order remainder at 2 nm: 2.49 meV
Leading term at 3 nm: -0.6809 eV
Size term at 3 nm: -0.0292 eV
Direct cation shift at 3 nm: -0.7098 eV
Higher-order remainder at 3 nm: 0.33 meV
Direct neutral shift at 2 nm: 0.34 meV
Cation relaxation energy at 2 nm: -0.103 meV
Isolated vertical ionization energy (HF): 6.960 eV
Same with frozen-density cell shifts: 5.842 eV
Rough relative permittivity of crystal: 3.0
Screened leading term at 2 nm: -0.340 eV
Cell side for 0.1 eV leading term: 20.4 nm
```
